# Why long-range orbital spin-spin couplings are tiny: DSO and PSO cancellation: test program

```python
# Long-range orbital spin-spin coupling, RHF, atomic units, K in units of alpha^4.
# Nucleus K at the origin of a closed-shell fragment, moment L at R*n (|n|=1).
# Part of the coupling tensor carried by this fragment's electrons:
#   K = C2/R^2 + C3/R^3 + O(R^-4), for the DSO (dia) and PSO (para) terms.
#   C2_ab = -S_ac (e_b x n)_c, S = D + P, D_ac = eps_abc E_b, E = int rho r/r^3,
#   P = PSO response to a constant vector potential; iso C2(dia) = -(2/3) E.n
#   Complete basis: P = -D and C3 = (sigma/alpha^2) T, T = 3nn - 1, sigma = shielding.
#   Finite basis: residual c2 = iso C2(total); moving the gauge origin of sigma
#   by O*n changes sigma_iso by alpha^2 (O/2) c2.
# g = (r x grad)/r^3, hinv = inverse of the imaginary orbital Hessian A-B.
import numpy as np
from scipy.constants import alpha, physical_constants as pc
from pyscf import gto, scf, ao2mo, dft, df, lib
scf.hf.MUTE_CHKFILE = True

eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0
HZ = alpha**4 * (pc['proton g factor'][0] * pc['electron-proton mass ratio'][0] / 2)**2 \
    * pc['hartree-hertz relationship'][0]
PPM = alpha**2 * 1e6
d = 1.4
iso = lambda t: np.trace(t) / 3
norm = np.linalg.norm
def etb(spec):
    return [[l, [a * 2.5**k, 1.0]] for l, n, a in spec for k in range(n)]
BIG = etb([(0, 12, .05), (1, 9, .08), (2, 6, .15), (3, 4, .3), (4, 2, .8)])
AUX = etb([(0, 10, .08), (1, 6, .15), (2, 4, .25), (3, 2, .5)])
def make(zs, basis):
    return gto.M(atom=[('H', (0, 0, z)) for z in zs], unit='Bohr', basis={'H': basis}, verbose=0)

def rhf(mol):
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11
    mf._eri = mol.intor('int2e', aosym='s8'); mf.kernel(); assert mf.converged
    no = mol.nelectron // 2
    co, cv, e = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:], mf.mo_energy
    nv = cv.shape[1]
    oovv = ao2mo.general(mf._eri, (co, co, cv, cv), compact=False).reshape(no, no, nv, nv)
    ovov = ao2mo.general(mf._eri, (co, cv, co, cv), compact=False).reshape(no, nv, no, nv)
    gap = (e[None, no:] - e[:no, None]).ravel()
    hess = (ovov.transpose(0, 3, 2, 1) - oovv.transpose(0, 2, 1, 3)).reshape(no * nv, -1)
    return co, cv, hess + np.diag(gap), gap

def two_electron_df(mol):
    # two electrons in one orbital: A-B = h + J - eps on the virtual space
    aux = make(mol.atom_coords()[:, 2], AUX)
    i3 = df.incore.aux_e2(mol, aux, intor='int3c2e', aosym='s2ij')
    w, v = np.linalg.eigh(aux.intor('int2c2e')); m = w > 1e-10
    vinv = (v[:, m] / w[m]) @ v[:, m].T
    w, v = np.linalg.eigh(mol.intor('int1e_ovlp')); m = w > 1e-8
    x = v[:, m] / np.sqrt(w[m])
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc'); vj = np.zeros_like(h)
    for it in range(200):
        e, u = np.linalg.eigh(x.T @ (h + vj) @ x); c = x @ u
        p = np.outer(c[:, 0], c[:, 0])
        new = lib.unpack_tril(i3 @ (vinv @ (lib.pack_tril(2 * p - np.diag(np.diag(p))) @ i3)))
        err = abs(new - vj).max(); vj += 0.75 * (new - vj)
        if err < 1e-8: break
    assert err < 1e-8
    return c[:, :1], c[:, 1:], np.diag(e[1:] - e[0]), None

class System:
    def __init__(s, mol, solver, grid=(60, 302)):
        s.mol = mol; s.co, s.cv, hess, s.gap = solver(mol); s.hinv = np.linalg.inv(hess)
        g = dft.gen_grid.Grids(mol); g.atom_grid = {'H': grid}; g.prune = None; g.build()
        keep = g.weights != 0; s.r, w = g.coords[keep], g.weights[keep]
        no = s.co.shape[1]; s.wr = np.empty(len(w)); t = 0.0
        for a in range(0, len(w), 5000):
            r, ww = s.r[a:a + 5000], w[a:a + 5000]
            ao = mol.eval_gto('GTOval_sph_deriv1', r); mo = ao @ s.co
            s.wr[a:a + 5000] = 2 * ww * (mo[0]**2).sum(1)
            t = t + ao[0].T @ np.einsum('n,nb,cni->nbci', ww, r, mo[1:]).reshape(len(ww), -1)
        s.rgrad = np.einsum('ma,mbci->bcia', s.cv, t.reshape(-1, 3, 3, no)).reshape(3, 3, -1)
    def ov(s, m):
        return np.array([(s.cv.T @ x @ s.co).T.ravel() for x in m])
    def g(s, R):
        with s.mol.with_rinv_origin(R):
            m = s.mol.intor('int1e_iprinvip', comp=9)
        return s.ov(np.einsum('abc,bcmn->amn', eps, m.reshape(3, 3, *m.shape[1:])))
    def f(s, R):
        x = s.r - np.asarray(R); return x / norm(x, axis=1)[:, None]**3
    def direct(s, RK, RL):   # DSO and PSO tensors from their definitions
        m = (s.f(RL) * s.wr[:, None]).T @ s.f(RK)
        return np.eye(3) * np.trace(m) - m, -4 * s.g(RK) @ s.hinv @ s.g(RL).T
    def setup(s):            # monomer response pieces, K at the origin
        O = np.zeros(3); s.gK = s.g(O)
        with s.mol.with_rinv_origin(O):
            s.E = 4 * np.einsum('xmn,mn->x', s.mol.intor('int1e_iprinv', comp=3), s.co @ s.co.T)
        s.grad = s.ov(s.mol.intor('int1e_ipovlp', comp=3).transpose(0, 2, 1))
        s.D = np.einsum('abc,b->ac', eps, s.E); s.P = -4 * s.gK @ s.hinv @ s.grad.T
        s.span = s.D + 4 * s.gK @ s.ov(s.mol.intor('int1e_r', comp=3)).T
        s.N = (s.f(O) * s.wr[:, None]).T @ s.r
        s.sig = s.linear(0.5 * eps.transpose(1, 0, 2)); return s
    def linear(s, G):        # vector potentials a_c = G[b,c,d] r_d
        return (np.einsum('aec,bcd,ed->ab', eps, G, s.N),
                -4 * s.gK @ s.hinv @ np.einsum('bcd,dcx->bx', G, s.rgrad).T)
    def C2(s, S, n):
        return -np.einsum('ac,cbe,e->ab', S, eps, n)
    def C3(s, n):            # (shielding dia, para), (symmetric-gauge dia, para)
        T = 3 * np.outer(n, n) - np.eye(3); G = -np.einsum('cbe,ed->bcd', eps, T)
        return [x @ T for x in s.sig], s.linear(0.5 * (G + G.transpose(0, 2, 1)))

z, xdir, O0 = np.array([0, 0, 1.]), np.array([1., 0, 0]), np.zeros(3)
tilt = np.array([1., 2., 2.]) / 3
names = ['sto-3g', 'cc-pvdz', 'cc-pvtz', 'cc-pvqz', 'cc-pv5z', '12s9p6d4f2g']
mono = {b: System(make([0, -d], b), rhf).setup() for b in names[:4]}
mono[names[4]] = System(make([0, -d], names[4]), two_electron_df).setup()
big = mono[names[5]] = System(make([0, -d], BIG), two_electron_df, (70, 434)).setup()
tz = mono['cc-pvtz']
tzdf = System(make([0, -d], 'cc-pvtz'), two_electron_df).setup()
assert norm(tzdf.P - tz.P) < 5e-4            # two roads to A-B; fitting error only

print(f"alpha^2 = {PPM:.4f} ppm; J(HH) per alpha^4 au of K = {HZ:.4f} Hz; d = {d} bohr")
print(f"big basis: E_K,z = {big.E[2]:.5f} au; 1/d^2 = {1/d**2:.5f} au")
assert abs(-big.E[2] * d**2 - 1) < 0.02      # d is about 1% off the RHF minimum
sig = big.sig[0] + big.sig[1]; sh, sy = big.C3(z); c3 = iso(sh[0] + sh[1])
print(f"big basis sigma_par, perp, iso = {sig[2,2]*PPM:.3f} {sig[0,0]*PPM:.3f} {iso(sig)*PPM:.3f} ppm")
print(f"c3 shielding = {c3:.5f}; gauge part dia {iso(sy[0]):.5f} para {iso(sy[1]):.5f} alpha^4 au")
print(f"c3 iso of DSO {iso(sh[0]+sy[0]):.5f}, of PSO {iso(sh[1]+sy[1]):.5f} alpha^4 au")
print("iso R^-2 coefficients, n=+z (bond points away), alpha^4 au; R* in bohr")
print("basis nao c2_DSO c2_PSO c2 closure hypervirial R*")
res = []
for b in names:
    s = mono[b]; cd, cp, cs = (iso(s.C2(m, z)) for m in (s.D, s.P, s.span))
    res.append(cd + cp)
    print(f"{b} {s.mol.nao} {cd:.5f} {cp:.5f} {cd+cp:.5f} {cs:.5f} {cd+cp-cs:.5f} {abs(c3/(cd+cp)):.2f}")
assert norm(mono['sto-3g'].P) < 1e-10
assert all(abs(a) > abs(b) for a, b in zip(res, res[1:]))
assert norm(big.D + big.P) < 5e-3 * norm(big.D) and norm(big.span) < 5e-3 * norm(big.D)
assert norm(sy[0] + sy[1]) < 0.05 * norm(sy[0]) and abs(iso(sy[0] + sy[1])) < 0.2 * abs(c3)
q = mono['cc-pvqz']; unc = iso(q.C2(q.D - 4 * (q.gK / q.gap) @ q.grad.T, z))
print(f"cc-pvqz c2 with uncoupled response = {unc:.5f} alpha^4 au")
assert abs(unc) > 2 * abs(res[3])

# expansion against direct tensors: the remainder of R^2 K must fall as R^-2
for s in (tz, big):
    for n in (z, tilt):
        a, b = s.C3(n); e = []
        for R in (20., 40.):
            K = s.direct(O0, R * n)
            e.append([norm(R**2 * K[k] - s.C2((s.D, s.P)[k], n) - (a[k] + b[k]) / R) for k in (0, 1)])
        for k in (0, 1):
            assert 3.3 < e[0][k] / e[1][k] < 4.8 and e[1][k] < 5e-3
slope = lambda a, b: np.log(b / a) / np.log(2.0)
K1, K2 = tz.direct(O0, 80 * z), tz.direct(O0, 160 * z)
sd, sp = slope(iso(K1[0]), iso(K2[0])), slope(iso(K1[1]), iso(K2[1]))
st = slope(iso(sum(K1)), iso(sum(K2)))
sx = slope(iso(tz.direct(O0, 80 * xdir)[0]), iso(tz.direct(O0, 160 * xdir)[0]))
print(f"cc-pvtz log slopes 80-160 bohr: DSO {sd:.3f} PSO {sp:.3f} sum {st:.3f}; DSO, n perp bond {sx:.3f}")
assert abs(sd + 2) < 0.03 and abs(sp + 2) < 0.03 and abs(st + 2) < 0.1 and abs(sx + 3) < 0.05
assert abs(160**2 * iso(K2[0]) / (-2 / 3 * tz.E @ z) - 1) < 0.02

# near-complete basis: the sum is the shielded dipolar field
a, b = big.C3(tilt); K = big.direct(O0, 40 * tilt)
dev = norm(40**3 * sum(K) - sum(a)) / norm(sum(a))
print(f"big, tilted n, R=40 bohr: |R^3 K_DSO| = {norm(40**3*K[0]):.3f}, |R^3 K| = {norm(40**3*sum(K)):.3f},"
      f" |sigma T| = {norm(sum(a)):.3f} alpha^4 au")
assert dev < 0.1
fr = [R**3 * iso(sum(big.direct(O0, R * z))) - R * res[-1] for R in (40., 80.)]
print(f"big, n=+z: extrapolated R^3 (K - c2/R^2) = {2*fr[1]-fr[0]:.5f} alpha^4 au")
assert abs(2 * fr[1] - fr[0] - c3 - iso(sy[0] + sy[1])) < 3e-3

# gauge-origin dependence of the shielding
s = mono['cc-pvdz']; O = 2.0
with s.mol.with_common_origin(O * z):
    l = s.ov(s.mol.intor('int1e_cg_irxp', comp=3))
shifted = np.einsum('n,nx,nx->', s.wr, s.f(O0), s.r - O * z) / 3 + iso(-2 * s.gK @ s.hinv @ l.T)
ds = shifted - iso(sum(s.sig))
print(f"cc-pvdz sigma_iso {iso(sum(s.sig))*PPM:.3f} ppm; origin +{O} bohr: shift {ds*PPM:.4f},"
      f" predicted {O/2*res[1]*PPM:.4f} ppm")
assert abs(ds - O / 2 * res[1]) < 1e-4 and abs(ds) > 1e-2

# collinear supermolecule against two monomer contributions
print("H2...H2 cc-pvtz, J in Hz: pair R/bohr DSO PSO sum | 2c2/R^2 | big-basis sum | 2c3/R^3")
inner = []
for R in (15., 30.):
    dim = System(make([-d, 0, R, R + d], 'cc-pvtz'), rhf)
    for lab, rk, rl, n in (('inner', 0., R, z), ('outer', -d, R + d, -z)):
        dist = rl - rk
        kd, kp = (iso(t) for t in dim.direct(rk * z, rl * z))
        md, mp = (2 * iso(t) for t in tz.direct(O0, dist * n))
        assert abs(kd / md - 1) < 1e-3 and abs(kp / mp - 1) < 1e-3
        assert abs(kd + kp - md - mp) * dist**2 < 3e-4
        assert (kd > 0 > kp) if lab == 'inner' else (kd < 0 < kp)
        if lab == 'inner': inner.append((kd, kp))
        lead = 2 * iso(tz.C2(tz.D + tz.P, n)) / dist**2
        ref = 2 * iso(sum(big.direct(O0, dist * n)))
        print(f"{lab} {dist:.1f} {kd*HZ:.5f} {kp*HZ:.5f} {(kd+kp)*HZ:.5f} | {lead*HZ:.5f}"
              f" | {ref*HZ:.6f} | {2*c3/dist**3*HZ:.6f}")
s1, s2 = slope(inner[0][0], inner[1][0]), slope(inner[0][1], inner[1][1])
print(f"supermolecule log slopes 15-30 bohr, inner pair: DSO {s1:.3f} PSO {s2:.3f}")
assert abs(s1 + 2) < 0.2 and abs(s2 + 2) < 0.2
print("checks complete")
```

Running it gives:

```
alpha^2 = 53.2514 ppm; J(HH) per alpha^4 au of K = 43.1661 Hz; d = 1.4 bohr
big basis: E_K,z = -0.51559 au; 1/d^2 = 0.51020 au
big basis sigma_par, perp, iso = 27.816 25.829 26.491 ppm
c3 shielding = 0.02488; gauge part dia -0.24921 para 0.24921 alpha^4 au
c3 iso of DSO -0.33228, of PSO 0.35716 alpha^4 au
iso R^-2 coefficients, n=+z (bond points away), alpha^4 au; R* in bohr
basis nao c2_DSO c2_PSO c2 closure hypervirial R*
sto-3g 2 0.30701 0.00000 0.30701 0.30701 0.00000 0.08
cc-pvdz 10 0.32841 -0.26241 0.06600 -0.07603 0.14203 0.38
cc-pvtz 28 0.34027 -0.31439 0.02588 0.04228 -0.01640 0.96
cc-pvqz 60 0.34180 -0.33459 0.00720 -0.01280 0.02000 3.45
cc-pv5z 110 0.34307 -0.33788 0.00519 0.01053 -0.00534 4.80
12s9p6d4f2g 230 0.34372 -0.34371 0.00001 0.00005 -0.00004 2042.92
cc-pvqz c2 with uncoupled response = 0.12038 alpha^4 au
cc-pvtz log slopes 80-160 bohr: DSO -1.991 PSO -1.991 sum -2.001; DSO, n perp bond -3.000
big, tilted n, R=40 bohr: |R^3 K_DSO| = 23.919, |R^3 K| = 1.212, |sigma T| = 1.224 alpha^4 au
big, n=+z: extrapolated R^3 (K - c2/R^2) = 0.02484 alpha^4 au
cc-pvdz sigma_iso 27.494 ppm; origin +2.0 bohr: shift 3.5146, predicted 3.5146 ppm
H2...H2 cc-pvtz, J in Hz: pair R/bohr DSO PSO sum | 2c2/R^2 | big-basis sum | 2c3/R^3
inner 15.0 0.12267 -0.11276 0.00990 | 0.00993 | 0.000547 | 0.000637
outer 17.8 -0.09819 0.09126 -0.00694 | -0.00705 | 0.000437 | 0.000381
inner 30.0 0.03162 -0.02913 0.00248 | 0.00248 | 0.000074 | 0.000080
outer 32.8 -0.02815 0.02609 -0.00206 | -0.00208 | 0.000065 | 0.000061
supermolecule log slopes 15-30 bohr, inner pair: DSO -1.956 PSO -1.953
checks complete
```
